# Dipole limit and corrections in inelastic X-ray and electron scattering, part 1

(Sections cited here and not found follow in the second part.)

Take a hydrogen atom in its ground state and give it a momentum $\mathbf q$ through the operator $e^{i\mathbf q\cdot\mathbf r}$. Hartree atomic units are used throughout, so lengths are in bohr and the speed of light is $1/\alpha$. The amplitudes to reach the $n=2$ states all follow from one integral. The angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$, and $\int_0^\infty r e^{-br}e^{iqr}dr=(b-iq)^{-2}$ has imaginary part $2bq/(b^2+q^2)^2$, so

$$I(b,\mathbf q)=\int e^{-br}e^{i\mathbf q\cdot\mathbf r}\,d^3r=\frac{4\pi}{q}\int_0^\infty r e^{-br}\sin(qr)\,dr=\frac{8\pi b}{(b^2+q^2)^2}.$$

The states are $\psi_{1s}=e^{-r}/\sqrt\pi$, $\psi_{2s}=(2-r)e^{-r/2}/(4\sqrt{2\pi})$ and, for the $2p$ orbital along a real unit vector $\mathbf e$, $\psi_{2p}=(\mathbf e\cdot\mathbf r)e^{-r/2}/(4\sqrt{2\pi})$. Both products with $\psi_{1s}$ carry the factor $e^{-3r/2}/(4\sqrt2\pi)$, so $b=3/2$. A factor $\mathbf e\cdot\mathbf r$ is produced by $-i\,\mathbf e\cdot\nabla_{\mathbf q}$, and $\nabla_{\mathbf q}I=-32\pi b\,\mathbf q/(b^2+q^2)^3$. A factor $-r$ is produced by $\partial/\partial b$, and $\partial_bI=8\pi(q^2-3b^2)/(b^2+q^2)^3$. For $2p$ the numerator is $32\pi i\cdot\frac32\,\mathbf e\cdot\mathbf q$. For $2s$ the numerator of $2I+\partial_bI$ is $24\pi(\frac94+q^2)+8\pi(q^2-\frac{27}4)=32\pi q^2$. Dividing by $4\sqrt2\pi$,

$$M_{2p}=\frac{6\sqrt2\,i\,(\mathbf e\cdot\mathbf q)}{(q^2+9/4)^3},\qquad M_{2s}=\frac{4\sqrt2\,q^2}{(q^2+9/4)^3}.\tag{1}$$

Write $\mathbf q=q\mathbf n$ with $|\mathbf n|=1$. As $q\to0$, $M_{2p}\to iq\,(\mathbf e\cdot\mathbf n)\,6\sqrt2\,(4/9)^3$, and $6\sqrt2(4/9)^3=0.74494$ bohr is the dipole matrix element $\langle 2p_z|z|1s\rangle$. The momentum transfer excites the orbital that points along $\mathbf n$, as light polarized along $\mathbf n$ would, with probability $q^2$ times the squared dipole. The ratio of $|M_{2p}|^2$ to this limit is $(1+4q^2/9)^{-6}$, which has no term linear in $q$ and equals $0.9$ at $q=0.1996$ bohr$^{-1}$. The $2s$ line, forbidden for dipole radiation, is present with probability of order $q^4$.

For $N$ electrons with fixed nuclei, initial state $|i\rangle$ and final states $|f\rangle$, the dynamic structure factor is

$$S(\mathbf q,\omega)=\sum_f|M_f(\mathbf q)|^2\,\delta(E_f-E_i-\omega),\qquad M_f=\langle f|\sum_{j=1}^Ne^{i\mathbf q\cdot\mathbf r_j}|i\rangle .\tag{2}$$

Only energy losses $\omega>0$ are considered. For a discrete line, $S$ will denote the weight $\sum|M_f|^2$ of its delta function.

Two experiments measure (2). For X-rays, each electron has the nonrelativistic kinetic energy $\frac12(\mathbf p+\alpha\mathbf A)^2$, and in a volume $V$ a photon mode contributes $\sqrt{2\pi/(\omega V)}\,(\boldsymbol\epsilon\,a\,e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})$ to $\alpha\mathbf A$. The term $\frac12\alpha^2\mathbf A^2$ can absorb photon 0 and create photon 1 with either factor of $\mathbf A$ doing the absorbing, which cancels the $\frac12$. The matrix element is $(2\pi/V)(\omega_0\omega_1)^{-1/2}(\boldsymbol\epsilon_0\cdot\boldsymbol\epsilon_1^*)M_f$ with $\mathbf q=\mathbf k_0-\mathbf k_1$. The golden rule multiplies its square by $2\pi\delta(\dots)$ and by the number of final modes $Vk_1^2dk_1d\Omega/(2\pi)^3=V\alpha^3\omega_1^2\,d\omega_1d\Omega/(2\pi)^3$. Division by the flux $1/(\alpha V)$ gives

$$\frac{d^2\sigma}{d\Omega\,d\omega}=2\pi\,\frac{4\pi^2}{V^2\omega_0\omega_1}\,\frac{V\alpha^3\omega_1^2}{8\pi^3}\,\alpha V\,|\boldsymbol\epsilon_0\cdot\boldsymbol\epsilon_1^*|^2S=\alpha^4\frac{\omega_1}{\omega_0}|\boldsymbol\epsilon_0\cdot\boldsymbol\epsilon_1^*|^2\,S(\mathbf q,\omega).$$

The second-order $\mathbf A\cdot\mathbf p$ terms are neglected, which requires $\omega_0$ far above the excitation energies of the electrons that scatter and away from the edges of any deeper shell. The photon polarizations appear only in the prefactor and select nothing in the target. For a fast electron in first Born approximation without exchange, the plane waves give $V^{-1}\int e^{i\mathbf q\cdot\mathbf r}|\mathbf r-\mathbf r_j|^{-1}d^3r=(4\pi/q^2V)\,e^{i\mathbf q\cdot\mathbf r_j}$. Here $4\pi/q^2$ is the limit $\mu\to0$ of $(4\pi/q)\int_0^\infty e^{-\mu r}\sin(qr)\,dr=4\pi/(q^2+\mu^2)$. The attraction to the nuclei does not act on the target electrons and is multiplied by $\langle f|i\rangle=0$. With $Vk_1\,dE\,d\Omega/(2\pi)^3$ final states and flux $k_0/V$,

$$\frac{d^2\sigma}{d\Omega\,d\omega}=2\pi\,\frac{16\pi^2}{q^4V^2}\,\frac{Vk_1}{8\pi^3}\,\frac V{k_0}\,S=\frac{k_1}{k_0}\,\frac{4}{q^4}\,S(\mathbf q,\omega).\tag{3}$$

Equation (3) keeps only the instantaneous Coulomb interaction and holds for projectile speeds $v\ll c$. Faster electrons also couple through the transverse field, and the identification of $\mathbf n$ with the polarization derived here does not cover that coupling.

At a core edge the many-electron amplitude reduces, in a single-excitation model, to a one-electron one. Let $|i\rangle$ be a closed-shell determinant $\Phi_0$ and let $|f\rangle=\sum_aX_a\Phi_c^a$ with real $X_a$. Here $\Phi_c^a=2^{-1/2}(a^\dagger_{a\uparrow}a_{c\uparrow}+a^\dagger_{a\downarrow}a_{c\downarrow})\Phi_0$ is the singlet that moves an electron from the core orbital $c$ to the empty orbital $a$. A spin-independent one-electron operator connects $\Phi_0$ to each of the two determinants with the same element $\langle a|e^{i\mathbf q\cdot\mathbf r}|c\rangle$, so

$$M_f=\frac{2}{\sqrt2}\sum_aX_a\langle a|e^{i\mathbf q\cdot\mathbf r}|c\rangle=\sqrt2\,\langle\phi_f|e^{i\mathbf q\cdot\mathbf r}|c\rangle,\qquad\phi_f=\sum_aX_a\,a .\tag{4}$$

The integrand contains $c(\mathbf r)$. When the core orbital sits on one atom, its size, not that of the molecule or of the final orbital, therefore sets the scale for $q$, and this case is assumed below. With symmetry-equivalent atoms the core orbitals are spread over several centres, and a single line carries an interference factor set by the interatomic distance. In the same model for N$_2$ (aug-cc-pVDZ, bond length $2.074$ bohr), with $q=1$ bohr$^{-1}$ at $45^\circ$ to the axis, the $1\sigma_u\to\pi_g$ line keeps only $0.50$ of its dipole weight, while its sum with the nearly degenerate $1\sigma_g\to\pi_g$ line keeps $0.93$.

Now expand the exponential in (2), with $x_j=\mathbf n\cdot\mathbf r_j$:

$$M_f=N\langle f|i\rangle+iqD-\frac{q^2}{2}Q-\frac{iq^3}{6}O+O(q^4),\tag{5}$$

where $D$, $Q$ and $O$ are the matrix elements of $\sum_jx_j$, $\sum_jx_j^2$ and $\sum_jx_j^3$. The series converges for small $q$ because $c$ decays as $e^{-\kappa r}$ while $\phi_f$ stays bounded, so the integral in (4) is analytic at least for $|\mathrm{Im}\,q|<\kappa$. In (1) the poles lie at $q=\pm\frac32i$, the sum of the decay constants of the two bound states. The elementary inequality $|e^{iy}-1-iy|\le y^2/2$ bounds what is left out after the dipole term of (4) by $\sqrt2\,(q^2/2)\int|\phi_f||c|\,x^2d^3r$. With the origin at the core nucleus, this integral has one more power of a length of the order of the core radius $a$ than $D$ has. For a line whose dipole is not small by symmetry or cancellation, the neglected part of the amplitude is therefore at most of relative order $qa$.

The first term of (5) vanishes when $f$ and $i$ are eigenstates of one Hermitian Hamiltonian with different energies, or when $a$ and $c$ are orthogonal orbitals in (4). Squaring the rest, the cross term of order $q^3$ is $2\,\mathrm{Re}[(iD)^*(-Q/2)]=\mathrm{Re}[iD^*Q]=-\mathrm{Im}(D^*Q)$. At order $q^4$ there are $|Q|^2/4$ and $2\,\mathrm{Re}[(iD)^*(-iO/6)]=-\mathrm{Re}(D^*O)/3$, because $(-i)(-i)=-1$. Thus

$$|M_f|^2=q^2|D|^2-q^3\,\mathrm{Im}(D^*Q)+q^4c_4+\dots,\qquad c_4=\tfrac14|Q|^2-\tfrac13\mathrm{Re}(D^*O).\tag{6}$$

Summing the leading term over final states,

$$S(\mathbf q,\omega)=q^2S_{\rm dip}(\mathbf n,\omega)+O(q^3),\qquad S_{\rm dip}(\boldsymbol\epsilon,\omega)=\sum_f\Big|\langle f|\boldsymbol\epsilon\cdot\sum_j\mathbf r_j|i\rangle\Big|^2\delta(E_f-E_i-\omega).\tag{7}$$

Orthogonality cannot be relaxed. Suppose a calculation pairs a hydrogenic $1s$ orbital of charge $Z$ with a $2s$ orbital of charge $Z'$, as happens when the final orbital is taken from a differently screened potential. The radial functions are $2Z^{3/2}e^{-Zr}$ and $2^{-1/2}Z'^{3/2}(1-Z'r/2)e^{-Z'r/2}$. With $b=Z+Z'/2$ and $\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}$, the overlap is $\sqrt2(ZZ')^{3/2}(2/b^3-3Z'/b^4)=2\sqrt2(ZZ')^{3/2}(Z-Z')/b^4$, since $2b-3Z'=2(Z-Z')$. For the model values $Z=6$, $Z'=5$ this is $2\sqrt2\cdot30^{3/2}/8.5^4=0.08903$. The weight computed by quadrature at $q=0.001$ bohr$^{-1}$ is $0.007927=0.08903^2$ and does not vanish with $q$; through (3) it would make a cross section that diverges as $q^{-4}$.

Orthogonality also makes each coefficient in (6) independent of the origin. Moving the origin by $\mathbf s$ multiplies $M_f$ by the phase $e^{-i\mathbf q\cdot\mathbf s}$, which leaves $|M_f|^2$ unchanged at every $q$. Explicitly, with $s=\mathbf n\cdot\mathbf s$ and $x_j\to x_j-s$, the constant terms multiply $\langle f|i\rangle=0$, so $D\to D$, $Q\to Q-2sD$ and $O\to O-3sQ+3s^2D$. Then $\mathrm{Im}(D^*Q)$ changes by $-2s\,\mathrm{Im}|D|^2=0$. For real elements $c_4$ changes by $(-sQD+s^2D^2)+(sDQ-s^2D^2)=0$. The two parts of $c_4$ change separately, so a division of the $q^4$ term into a second-moment part and an interference part has meaning only for a stated origin.

The $q^3$ term, and every odd term, vanishes if $S(-\mathbf q,\omega)=S(\mathbf q,\omega)$, and either of two symmetries ensures this. Time reversal $\Theta$ is antiunitary and leaves $\mathbf r_j$ unchanged, so it turns $e^{i\mathbf q\cdot\mathbf r_j}$ into $e^{-i\mathbf q\cdot\mathbf r_j}$ and gives $\langle\Theta f|\sum_je^{-i\mathbf q\cdot\mathbf r_j}|\Theta i\rangle=M_f(\mathbf q)^*$. If $\Theta$ commutes with $H$, the states $\Theta f$ run over the same levels as $f$. For a nondegenerate $i$, or an equal-weight average over a degenerate initial level, the sums at $\mathbf q$ and $-\mathbf q$ then agree. Without spin-dependent forces this is the statement that the states can be chosen real, so that $D^*Q$ is real. Under inversion symmetry $i$ and $f$ can be chosen with definite parity, and changing variables $\mathbf r_j\to-\mathbf r_j$ gives $M_f(-\mathbf q)=\pm M_f(\mathbf q)$. With either symmetry the remainder in (7) is $O(q^4)$, and the relative correction to an allowed line is of order $(qa)^2$, provided the core orbital sits on one atom and the dipole is not small by cancellation. A $q^3$ term needs both symmetries broken.

The dependence on direction is carried by a tensor. With $D=\sum_an_aD_a$ for Cartesian components $D_a$,

$$S_{\rm dip}(\mathbf n,\omega)=\sum_{ab}n_an_b\,T_{ab},\qquad T_{ab}=\mathrm{Re}\sum_fD_a^*D_b\,\delta(E_f-E_i-\omega).\tag{8}$$

The sum $\sum_fD_a^*D_b\,\delta(\dots)$ is Hermitian in $a,b$, so its imaginary part is antisymmetric and drops out against the symmetric $n_an_b$. A complex polarization vector gives $\epsilon_a^*\epsilon_b$ in place of $n_an_b$ and does reach that part, which is dipole circular dichroism. The direction of $\mathbf q$ is real, so it replaces linear polarization only. For a linear molecule along $z$ in a $\Sigma$ state, invariance under rotation about $z$ forces $T=\mathrm{diag}(T_{xx},T_{xx},T_{zz})$, and with $\theta$ the angle between $\mathbf q$ and the axis, $S_{\rm dip}=T_{xx}\sin^2\theta+T_{zz}\cos^2\theta$. The operator $z$ carries axial angular momentum $m=0$ and $x,y$ carry $m=\pm1$. From a $\sigma$ core orbital, a $\pi$ pair therefore has $T_{zz}=0$ and a $\sigma$ state has $T_{xx}=0$. Averaging over orientations uses $\langle n_an_b\rangle=\delta_{ab}/3$ and gives $\mathrm{Tr}\,T/3=(2T_{xx}+T_{zz})/3$. The oriented value equals this at $\cos^2\theta=\frac13$, the magic angle $54.74^\circ$.

The quantity $S_{\rm dip}$ differs from the absorption cross section by a factor of $\omega$. Absorption of one photon comes from $\alpha\mathbf A\cdot\mathbf p$; in Coulomb gauge the two orderings of $\mathbf A$ and $\mathbf p$ are equal and cancel the $\frac12$. Replacing the photon's own $e^{i\mathbf k\cdot\mathbf r}$ by 1, which needs $\alpha\omega a\ll1$, the rate is $2\pi\cdot(2\pi/\omega V)\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf P|i\rangle|^2\delta(\dots)$ with $\mathbf P=\sum_j\mathbf p_j$, and division by the flux $1/(\alpha V)$ gives the prefactor $4\pi^2\alpha/\omega$. For a local potential only the kinetic energy fails to commute with position, and $[\frac12p^2,x]=-ip_x$. Between eigenstates the left side gives $\omega\langle f|x|i\rangle$, so $\langle f|\mathbf p|i\rangle=i\omega\langle f|\mathbf r|i\rangle$. Hence

$$\sigma(\boldsymbol\epsilon,\omega)=4\pi^2\alpha\,\omega\,S_{\rm dip}(\boldsymbol\epsilon,\omega),\qquad S(\mathbf q,\omega)\to\frac{q^2\,\sigma(\mathbf n,\omega)}{4\pi^2\alpha\,\omega}.\tag{9}$$

Equivalently, the generalized oscillator strength $2\omega S/q^2$ tends to the optical one, $2\omega S_{\rm dip}$. In electron scattering, (3) and (7) give a cross section $4(k_1/k_0)S_{\rm dip}/q^2$ for allowed transitions, while a forbidden line with $S=q^4c_4$ gives the constant $4(k_1/k_0)c_4$.

For one electron in a central field with an $s$ core, the orders in $q$ sort themselves by angular momentum. Put $z$ along $\mathbf q$, let $\mu=\cos\theta_r$, and expand in Legendre polynomials, $e^{iy\mu}=\sum_Li^L(2L+1)j_L(y)P_L(\mu)$ with $y=qr$. Orthogonality of the $P_L$ gives $j_L(y)=(2i^L)^{-1}\int_{-1}^1e^{iy\mu}P_L\,d\mu$. Expanding the exponential and using $\int\mu^2d\mu=\frac23$, $\int\mu^4d\mu=\frac25$ and $\int\mu^2P_2\,d\mu=\frac4{15}$ yields $j_0=1-y^2/6$, $j_1=y/3-y^3/30$ and $j_2=y^2/15$ to the order needed. Since $P_LY_{00}=Y_{L0}/\sqrt{2L+1}$, only final states $u_{\varepsilon L}Y_{L0}/r$ are reached, and for continuum functions normalized to $\delta(\varepsilon-\varepsilon')$,

$$S(q,\omega)=\sum_L(2L+1)\Big|\int_0^\infty u_{\varepsilon L}\,j_L(qr)\,u_c\,dr\Big|^2.\tag{10}$$

At small $q$ the structure factor tends to $q^2S_{\rm dip}$, with the direction of $\mathbf q$ in the place of a linear polarization, and (10) separates the scattering from an $s$ core by angular momentum. It remains to extract the $q^4$ coefficient from (10), to see how a sum rule constrains the corrections, and to test the results numerically, chiefly on hydrogen and the carbon K edge of CO.
